\section*{Everhart's single-scattering backscatter coefficient from Rutherford deflection and Thomson-Whiddington loss}

\section{Backscattering by one strong collision}

Suppose the fraction of a 10 keV beam that returns from thick aluminium is estimated by multiplying three numbers: the atomic density, the Rutherford cross-section for deflection through more than $90^\circ$ at the beam energy, and the electron range, taken from the simple loss law and the rough constant used below. The answer is 0.15. For copper it is 0.32. The estimate treats every electron that is turned back as one that gets out, although an electron turned back deep in the solid has too little energy left to reach the surface. It also ignores the growth of the cross-section as the electron slows, and the thinning of the forward beam by the collisions themselves. When all three effects are included, and the rest of the picture is kept, the fractions fall to 0.046 and 0.093. The calculation below gives these values in closed form. It also shows what the resulting formula leaves out: for these metals it gives only about a third of the measured coefficient.

\subsection{Energy loss and range}

A beam of kinetic energy $E_0$ enters a flat, semi-infinite solid at normal incidence. The solid has mass density $\rho$, atomic number $Z$ and molar mass $A$. The backscatter coefficient $\eta$ is the number of beam electrons that leave through the entrance surface, divided by the number that enter. Secondary electrons are not counted.

The energy after a path length $s$ is taken from the Thomson-Whiddington law,
\begin{equation}
E^2=E_0^2-c\rho s ,
\label{eq:tw}
\end{equation}
with a constant $c$. The law was framed for penetration depth; its use for path length is an assumption of the model. The energy reaches zero at the range
\begin{equation}
R=\frac{E_0^2}{c\rho}.
\label{eq:range}
\end{equation}
Electrons deflected by less than $90^\circ$ are treated as undeflected, so at depth $x$ a forward-moving electron has travelled a path $s=x$. With $y=x/R$, equations (\ref{eq:tw}) and (\ref{eq:range}) give
\begin{equation}
E^2=E_0^2(1-y).
\label{eq:ey}
\end{equation}

\subsection{The Rutherford deflection}

Let an electron of mass $m_e$ and speed $v$ approach a bare, fixed nucleus with impact parameter $b$. The attractive force is $kZ/r^2$, where $k=e^2/(4\pi\varepsilon_0)$, and the motion is nonrelativistic. The speed long after the collision equals the speed long before it, so a deflection $\theta$ changes the momentum by
\begin{equation}
\Delta p=2m_ev\sin\frac{\theta}{2}.
\label{eq:dp1}
\end{equation}
The orbit is symmetric about the line through the nucleus and the point of closest approach. The momentum change therefore lies along this line. Let $\varphi$ be the polar angle of the electron about the nucleus, measured from the point of closest approach. The force component along the line is $(kZ/r^2)\cos\varphi$. Angular momentum is conserved, $m_er^2\dot\varphi=m_evb$, hence $dt/r^2=d\varphi/(vb)$. An attracted electron bends around the nucleus and sweeps the angle $\pi+\theta$, half of it on each side of $\varphi=0$. Thus
\begin{align}
\Delta p&=\int\frac{kZ}{r^2}\cos\varphi\,dt
=\frac{kZ}{vb}\int_{-(\pi+\theta)/2}^{(\pi+\theta)/2}\cos\varphi\,d\varphi \nonumber\\
&=\frac{2kZ}{vb}\sin\frac{\pi+\theta}{2}
=\frac{2kZ}{vb}\cos\frac{\theta}{2}.
\label{eq:dp2}
\end{align}
Equating (\ref{eq:dp1}) and (\ref{eq:dp2}), and using $m_ev^2=2E$, gives
\begin{equation}
b=\frac{kZ}{2E}\cot\frac{\theta}{2}.
\label{eq:b}
\end{equation}
A smaller $b$ means a larger deflection. The cross-section for deflection through more than $\theta$ is therefore the area of a disc of radius $b$:
\begin{equation}
\sigma(>\theta)=\pi\left(\frac{kZ}{2E}\right)^2\cot^2\frac{\theta}{2}.
\label{eq:sigma}
\end{equation}
At $\theta=90^\circ$ the cotangent is 1, and
\begin{equation}
\sigma_{90}=\frac{\pi k^2Z^2}{4E^2}.
\label{eq:s90}
\end{equation}

\subsection{Loss of electrons from the forward beam}

Let $N(y)$ be the fraction of the beam that reaches depth $yR$ without a deflection above $90^\circ$. There are $n=\rho N_A/A$ atoms per unit volume, with $N_A$ the Avogadro constant. In a layer $dx=R\,dy$ the beam changes by $dN=-Nn\sigma_{90}R\,dy$. Inserting (\ref{eq:s90}) and (\ref{eq:ey}),
\begin{equation}
\frac{dN}{dy}=-\frac{aN}{1-y},\qquad
a=nR\,\frac{\pi k^2Z^2}{4E_0^2}.
\label{eq:dn}
\end{equation}
The parameter $a$ is the mean number of strong collisions that the naive estimate assigns to the whole range. Substituting $n$ and $R$,
\begin{equation}
a=\frac{\rho N_A}{A}\,\frac{E_0^2}{c\rho}\,\frac{\pi k^2Z^2}{4E_0^2}
=\frac{\pi N_Ak^2Z^2}{4Ac}.
\label{eq:a}
\end{equation}
Both $\rho$ and $E_0$ cancel. A faster electron goes deeper in proportion to $E_0^2$, but each atom is a smaller target in proportion to $1/E_0^2$. Since $\int dy/(1-y)=-\ln(1-y)$ and $N(0)=1$, equation (\ref{eq:dn}) integrates to $\ln N=a\ln(1-y)$, or
\begin{equation}
N=(1-y)^a .
\label{eq:n}
\end{equation}

\subsection{The condition for escape}

After its strong collision the electron is assumed to travel straight. Let $\mu=-\cos\theta$ be the cosine of the angle between its new direction and the outward normal. The way back has length $x/\mu$, and the electron gets out if its total path is shorter than the range:
\begin{equation}
x+\frac{x}{\mu}<R
\;\Rightarrow\;
\frac{1}{\mu}<\frac{1-y}{y}
\;\Rightarrow\;
\mu>\mu_{\min}=\frac{y}{1-y}.
\label{eq:escape}
\end{equation}
Because $\mu$ cannot exceed 1, no electron returns from $y>1/2$ in this model.

The half-angle identity gives $\cot^2(\theta/2)=(1+\cos\theta)/(1-\cos\theta)=(1-\mu)/(1+\mu)$. By (\ref{eq:sigma}) and (\ref{eq:s90}), the share of strong collisions at depth $y$ that lead to escape is
\begin{equation}
\frac{\sigma(>\theta_{\min})}{\sigma_{90}}
=\frac{1-\mu_{\min}}{1+\mu_{\min}}
=\frac{(1-2y)/(1-y)}{1/(1-y)}
=1-2y .
\label{eq:share}
\end{equation}
The share falls linearly from 1 at the surface to 0 at half the range.

\subsection{The coefficient and the depth of origin}

A layer $dy$ contributes the number of strong collisions in it, $aN\,dy/(1-y)$, times the share (\ref{eq:share}). With (\ref{eq:n}),
\begin{equation}
d\eta=a(1-2y)(1-y)^{a-1}dy .
\label{eq:deta}
\end{equation}
Let $\eta(y)$ be the part that comes from depths less than $yR$. Put $w=1-y'$, so that $1-2y'=2w-1$ and $dy'=-dw$:
\begin{align}
\eta(y)&=\int_{1-y}^{1}\left(2aw^{a}-aw^{a-1}\right)dw \nonumber\\
&=\frac{2a}{a+1}\left[1-(1-y)^{a+1}\right]-\left[1-(1-y)^a\right].
\label{eq:part}
\end{align}
The full coefficient is the value at $y=1/2$. There $2(1/2)^{a+1}=2^{-a}$, so
\begin{align}
\eta&=\frac{2a-a2^{-a}}{a+1}-1+2^{-a} \nonumber\\
&=\frac{2a-a2^{-a}-(a+1)+(a+1)2^{-a}}{a+1}, \nonumber
\end{align}
and collecting terms gives Everhart's formula,
\begin{equation}
\boxed{\;\eta=\frac{a-1+2^{-a}}{a+1}\;}
\label{eq:everhart}
\end{equation}

\subsection{Limits, and the thin film}

For small $a$, $2^{-a}=e^{-a\ln2}\approx1-a\ln2$, and (\ref{eq:everhart}) becomes
\begin{equation}
\eta\approx a(1-\ln2)\approx0.307\,a .
\label{eq:small}
\end{equation}
The beam is then hardly depleted. The factor 0.307 is what remains of the naive estimate $a$ after the escape condition and the growth of the cross-section with depth have acted together.

For any $a$, (\ref{eq:everhart}) can be written as
\begin{equation}
\eta=1-\frac{2-2^{-a}}{a+1},
\label{eq:large}
\end{equation}
which tends to 1 as $a$ grows. The first strong collision then happens close to the surface, where nearly every backward direction leads out. This limit lies outside the range of the physics: where strong collisions are that frequent, a returning electron would suffer further ones, and the model ignores them.

Equation (\ref{eq:large}) also shows that $\eta$ rises steadily with $a$. The derivative of the subtracted fraction has the sign of $g(a)=2^{-a}[1+(a+1)\ln2]-2$. At $a=0$ this is $\ln2-1<0$, and $g'(a)=-2^{-a}(a+1)(\ln2)^2<0$, so $g$ stays negative. Each $\eta$ between 0 and 1 thus belongs to one value of $a$.

Equation (\ref{eq:part}) has a second use. In this model, material below depth $t$ does not affect electrons turned back above it. For $t<R/2$, $\eta(t/R)$ is therefore also the coefficient of a free-standing film of thickness $t$. Expanding (\ref{eq:deta}) to first order, $(1-2y)(1-y)^{a-1}\approx1-(a+1)y$, and integrating,
\begin{equation}
\eta_{\rm film}\approx a\frac{t}{R}\left[1-\frac{a+1}{2}\frac{t}{R}\right].
\label{eq:film}
\end{equation}
By (\ref{eq:dn}) the leading term is $nt\,\pi k^2Z^2/(4E_0^2)$. At fixed thickness a thin film's signal thus falls as $1/E_0^2$, whereas that of a thick target does not depend on $E_0$ as long as $c$ is constant. The cancellation in (\ref{eq:a}) needs a target thick enough for the contributing depth, $R/2$, to grow with the range.

\subsection{Why $a$ grows nearly as $Z$}

Equation (\ref{eq:a}) contains $Z^2/A$, and $c$ is an empirical constant. Bethe's stopping power, taken here as given, shows what $c$ stands for:
\begin{equation}
-\frac{dE}{ds}=\frac{2\pi N_A\rho k^2Z}{AE}\,L,\qquad
L=\ln\left(\sqrt{\frac{e}{2}}\,\frac{E}{I}\right),
\label{eq:bethe}
\end{equation}
where $I$ is the mean excitation energy and the $e$ under the root is the base of natural logarithms. Differentiating (\ref{eq:tw}) gives $c=-(2E/\rho)\,dE/ds$, so the local value is $c=4\pi N_Ak^2ZL/A$. Inserted in (\ref{eq:a}), it gives
\begin{equation}
a=\frac{Z}{16L}.
\label{eq:az}
\end{equation}
The nuclei deflect in proportion to $Z^2$ per atom, and the electrons slow the beam in proportion to $Z$ per atom; one power of $Z$ survives. The growth is somewhat faster than $Z$, because $I$ rises with $Z$ and $L$ therefore falls: at 10 keV, $a/Z$ from (\ref{eq:az}) is about 18\% larger for copper than for aluminium. Since $L$ varies with energy, (\ref{eq:az}) is an estimate at one energy, and the independence of $E_0$ holds only as far as $c$ is constant. With the values of $I$ given below, (\ref{eq:az}) inserted in (\ref{eq:everhart}) gives 0.056 for aluminium and 0.139 for copper at 10 keV, whereas the single-collision model with (\ref{eq:bethe}) integrated along the path down to 500 eV gives 0.067 and 0.170. Between 5 and 20 keV the latter values fall from 0.081 to 0.056 and from 0.21 to 0.14.

\subsection{Aluminium and copper at 10 keV}

Take $E_0=10$ keV and the rough typical value $c=4\times10^5$ keV$^2$\,cm$^2$/g. For aluminium, $Z=13$, $A=26.98$ g/mol and $\rho=2.70$ g/cm$^3$. Equation (\ref{eq:range}) gives
\begin{equation}
R=\frac{10^2}{4\times10^5\times2.70}\ \mathrm{cm}=926\ \mathrm{nm}. \nonumber
\end{equation}
With $k=1.440$ eV\,nm, the factor $\pi N_Ak^2/(4c)$ is 0.02452 g/mol, and
\begin{align}
a&=0.02452\times\frac{13^2}{26.98}=0.1536, \nonumber\\
\eta&=\frac{0.1536-1+0.8990}{1.1536}=0.046. \nonumber
\end{align}
For copper, $Z=29$, $A=63.55$ g/mol and $\rho=8.96$ g/cm$^3$ give $R=279$ nm, $a=0.3245$ and
\begin{equation}
\eta=\frac{0.3245-1+0.7986}{1.3245}=0.093. \nonumber
\end{equation}
The small-$a$ form (\ref{eq:small}) is 3\% above the full formula for aluminium and 7\% above it for copper.

By (\ref{eq:n}), a fraction $1-2^{-a}$ of the beam is turned back in the upper half of the range: 0.101 in aluminium and 0.201 in copper. Slightly less than half of these electrons escape. Solving $\eta(y)=\eta/2$ numerically with (\ref{eq:part}) gives the median depth of origin, $0.166R=154$ nm in aluminium and $0.162R=45$ nm in copper. The deepest returns come from $R/2$, which is 463 nm and 140 nm. A film on a substrate counts as semi-infinite in this model if it is thicker than that. The lengths $R$ and $R/2$ scale as $1/c$. The median depths do so only nearly, because $a$ also depends on $c$: halving $c$ multiplies them by about 1.95 in aluminium and 1.9 in copper. Bethe's law (\ref{eq:bethe}), with the values of $I$ given below, yields path lengths down to 500 eV of about 1330 nm in aluminium and 520 nm in copper, so the assumed $c$ makes $R$ too short, above all for copper.

\subsection{What one collision leaves out}

A large omission is the accumulation of smaller deflections. To size it, 30\,000 electrons per case were followed by Monte Carlo simulation through all their elastic collisions, with the screened cross-section
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{(kZ/4E)^2}{[\sin^2(\theta/2)+\delta]^2},\qquad
\delta=\frac{E_{\rm Ry}Z^{2/3}}{4(0.885)^2E},
\label{eq:screen}
\end{equation}
where $E_{\rm Ry}$ is the Rydberg energy. This is the Born result for a nuclear field screened exponentially over $0.885\,a_0Z^{-1/3}$, with $a_0$ the Bohr radius. Electrons were dropped below 500 eV; raising this cutoff to 1 keV moves the Bethe-loss values below by up to about 0.01. One run kept the loss law (\ref{eq:tw}) with the same $c$; the other used (\ref{eq:bethe}) with the rough values $I=166$ eV for aluminium and 320 eV for copper.

\begin{center}
\begin{tabular}{lcc}
$\eta$ at 10 keV & Al & Cu\\
\hline
Equation (\ref{eq:everhart}) & 0.046 & 0.093\\
All collisions, same loss & 0.103 & 0.207\\
All collisions, Bethe loss & 0.159 & 0.324
\end{tabular}
\end{center}

The statistical standard errors of the simulated values are 0.002 to 0.003. With the loss law held fixed, following all collisions raises $\eta$ by a factor of about 2.2 in both metals. This factor compares the Born simulation with the Rutherford formula. If the partial-wave cross-section of the same screened field is used for both the single-collision and the all-collision calculation, the factor stays near 2.1 in aluminium but falls to about 1.7 in copper, and to about 1.5 with Bethe loss. In all four runs only about 40\% of the returning electrons had ever undergone a single deflection above $90^\circ$. The other 60\% were turned round by several smaller ones, a route that the formula does not contain. These shares belong to the Born form (\ref{eq:screen}); with the partial-wave cross-section of the same screened field, the share with a deflection above $90^\circ$ is about 43\% in aluminium and 54\% in copper. Changing to Bethe loss raises $\eta$ by a further factor of about 1.5. The direction of this change follows from the local $c$ at 10 keV, which is $3.2\times10^5$ keV$^2$\,cm$^2$/g for aluminium and $2.6\times10^5$ for copper, both below the assumed constant: the electrons travel further before they stop.

Measured coefficients of thick aluminium and copper at such energies are roughly 0.15 and 0.3. The formula with $a$ from (\ref{eq:a}) is thus too low by a factor of about three. For aluminium the assumption chiefly at fault is that of a single collision: one Rutherford collision with Bethe loss still gives only 0.067. For copper the loss law matters about as much: a single collision with Bethe loss gives 0.17 with the Rutherford cross-section and 0.21 with the partial-wave one. The form (\ref{eq:everhart}) can still serve if $a$ is treated as an adjustable parameter. The Bethe-loss simulations are reproduced by $a=0.59$ for aluminium and $a=1.40$ for copper, about four times the values from (\ref{eq:a}). Divided by $Z$ these are 0.045 and 0.048, so the near proportionality to $Z$ survives for this pair. An adjusted $a$ matches the total only; it does not make the depth distribution (\ref{eq:part}) right.

The strong collisions themselves also need correcting. In the Born form (\ref{eq:screen}), screening lowers $\sigma_{90}$ at 10 keV by only 0.7\% in aluminium and 1.2\% in copper, but a partial-wave solution for the same screened field puts it about 8\% and 22\% above the Rutherford value (\ref{eq:s90}). In first Born order the relativistic correction nearly cancels: kinematics raises $\sigma_{90}$ by 1.9\%, and the spin factor $1-\beta^2\sin^2(\theta/2)$, with $\beta$ defined below, lowers it by about 2.6\%. For these metals first order is not enough. A Dirac partial-wave solution for the same field lies about 2\% above the nonrelativistic one in aluminium and 8\% above it in copper, that is, about 10\% and 32\% above the Rutherford value. These figures depend on the screening: with Moli\`ere's three-exponential form, cut off smoothly near $2.5\,a_0$, they are about 9\% and 27\%. The simulation has limits of its own. The Born approximation behind (\ref{eq:screen}) asks for a small $Z\alpha/\beta$, where $\alpha$ is the fine-structure constant and $\beta$ the electron speed divided by that of light. The values are 0.49 and 1.09, so the cross-section is doubtful, above all for copper, and Mott scattering would be the better basis. Replacing (\ref{eq:screen}) by the partial-wave cross-section of the same field lowers the simulated copper values by 0.01 to 0.03 with either loss law, and leaves those of aluminium unchanged to within about 0.005. The screening length is also a choice: doubling $\delta$ moves the Bethe-loss value for aluminium from 0.159 to about 0.14, and halving it moves the value to about 0.18; the copper value moves from 0.324 to about 0.30 and 0.35. These shifts lie well beyond the statistical error. Fluctuations of the energy loss, crystal effects and deflection by the atomic electrons are absent. The crude allowance for the last, $Z^2\to Z(Z+1)$ in (\ref{eq:screen}), raises the Bethe-loss value for aluminium by about 0.015 and that for copper by less than 0.01. The simulated coefficients therefore show the size of the missing physics, and their nearness to the rough measured values does not establish their accuracy.
